# Wigner-Seitz truncated Coulomb kernel by minimum images: construction and error analysis, part 2

An isolated density \(n\) has autocorrelation \(c\), with \(\hat c=|\hat n|^2\), and energy \(E_{\rm iso}=\tfrac12\int c(\mathbf r)/r\,d^3r\). A plane-wave code evaluates \(E[K]=(1/2\Omega)\sum_{\mathbf G}K(\mathbf G)\hat c(\mathbf G)\), where \(K(\mathbf G)=\int_W e^{-i\mathbf G\cdot\mathbf r}\,r^{-1}d^3r\) and \(W\) is the Wigner-Seitz cell of the lattice \(\{\mathbf R\}\), with volume \(\Omega\), boundary \(\partial W\) and in-radius \(R_{\rm in}=\tfrac12\min|\mathbf R|\). With \(c_p(\mathbf r)=\sum_{\mathbf R}c(\mathbf r+\mathbf R)\) and \(|\mathbf r|_m=\min_{\mathbf R}|\mathbf r-\mathbf R|\), the leak error is
\[
E[K]-E_{\rm iso}=\frac12\int_{\notin W}c\,\Big(\frac1{|\mathbf r|_m}-\frac1r\Big)d^3r .
\]
On \(N^3\) grid points \(\mathbf r_j\), with alias vectors \(\mathbf M=N\mathbf G\) (shortest \(M_{\min}\)), the kernel is built as
\[
\tilde K(\mathbf G)=S(G)+\frac{\Omega}{N^3}\sum_j e^{-i\mathbf G\cdot\mathbf r_j}L(|\mathbf r_j|_m),\quad L(r)=\frac{\operatorname{erf}\alpha r}{r},\quad S=\frac{4\pi}{G^2}\big(1-e^{-G^2/4\alpha^2}\big).
\]
Here \(L(r)=(2/\sqrt\pi)\int_0^\alpha e^{-t^2r^2}dt\), \(\hat L(q)=4\pi e^{-q^2/4\alpha^2}/q^2\), and \(S\) is the transform of \(\operatorname{erfc}(\alpha r)/r\). The target is \(\varepsilon=e^{-\lambda}\); \(G_c\) is the density cutoff.

With \(\mathbf q=\mathbf G+\mathbf M\),
\[
\tilde K-K=T(\mathbf G)+\sum_{\mathbf M\ne0}\Big[\frac{4\pi e^{-q^2/4\alpha^2}}{q^2}-\frac{\omega(\mathbf q)}{q^2}+T(\mathbf q)\Big],
\]
where \(\omega(\mathbf G)=\oint\cos(\mathbf G\cdot\mathbf r)\,d\Omega_s\) over \(\partial W\), \(d\Omega_s\) is the solid angle seen from the origin, and the tail obeys \(|T|\le4\pi\Phi(R_{\rm in})\), \(\Phi(R)=\int_R^\infty r\operatorname{erfc}(\alpha r)dr\). The \(\omega\) term comes from the kink of \(L(|\mathbf r|_m)\) on \(\partial W\). For fcc, whose twelve faces are normal to \(\langle110\rangle\), at large \(\alpha R_{\rm in}\) and \(G\ll M_{\min}\),
\[
\tilde K-K\approx-s\,\omega(\mathbf G),\qquad s=\frac{a^2}{96N^2}.
\]

The algebra is in atomic units. Numbers are in Å, kernels in Å\(^2\); energies are the atomic-unit expressions times \(e^2/4\pi\epsilon_0=14.39965\) eV Å. The example is an fcc cell with \(a=16\) Å, \(\Omega=1024\) Å\(^3\), \(R_{\rm in}=5.6569\) Å and shortest \(G=0.680175\) Å\(^{-1}\), holding Gaussian charges \(+2e\) and \(-e\) of width \(\sigma=0.5\) Å, 1 Å apart along \(z\). The closing table also lists checks of the earlier results.

## Why the energy escapes the kink

Assume \(\hat c\) is negligible beyond \(G_c\), so that the sum over \(|\mathbf G|\le G_c\) equals the full sum. The \(S\) term is the periodic sum of the short-range potential, and in the grid term the \(\mathbf G\) sum rebuilds \(c_p(\mathbf r_j)\):
\[
E[\tilde K]=\frac12\int c\sum_{\mathbf R}\frac{\operatorname{erfc}\alpha|\mathbf r+\mathbf R|}{|\mathbf r+\mathbf R|}d^3r+\frac{\Omega}{2N^3}\sum_jc_p(\mathbf r_j)L(|\mathbf r_j|_m).
\]
Expanding \(c_p\) turns the second sum into one over the whole fine lattice \(\{\mathbf R/N\}\) of \(c(\mathbf r)L(|\mathbf r|_m)\). If \(c\) is negligible on and outside \(\partial W\), \(L(|\mathbf r|_m)\) may be replaced by the smooth \(L(r)\), and Poisson summation gives \(\tfrac12\sum_{\mathbf M}\widehat{cL}(\mathbf M)\). The \(\mathbf M=0\) term and the \(\mathbf R=0\) term add to \(\tfrac12\int c/r\). Therefore \(E[\tilde K]-E_{\rm iso}=\delta_{\rm im}+\delta_{\rm al}\), with
\[
\delta_{\rm im}=\frac12\sum_{\mathbf R\ne0}\int c\,\frac{\operatorname{erfc}\alpha|\mathbf r+\mathbf R|}{|\mathbf r+\mathbf R|}d^3r,\qquad\delta_{\rm al}=\frac12\sum_{\mathbf M\ne0}\int\!\frac{d^3q}{(2\pi)^3}\hat c(\mathbf q)\hat L(|\mathbf M-\mathbf q|).
\]
The kink errors of the coefficients cancel in the weighted sum. In fcc, for \(\hat c\) confined to \(G\ll M_{\min}\), this is visible directly: \((1/2\Omega)\sum_{\mathbf G}\hat c\,(-s\omega)=-(s/2)\oint c_p\,d\Omega_s\), which depends on \(c_p\) on the boundary alone. A function cannot be both strictly confined and strictly band-limited, so both conditions hold to a tolerance, and the neglected pieces add errors linear in the part of \(c\) on and outside \(\partial W\) and in the part of \(\hat c\) beyond \(G_c\).

For \(c\) inside a ball of radius \(D\le R_{\rm in}\), \(|\mathbf r+\mathbf R|\ge R-D\) and \(\int|c|\le Q^2\) with \(Q=\int|n|\). For \(\hat c\ge0\) inside \(G_c<M_{\min}\), \(|\mathbf M-\mathbf q|\ge M-G_c\) and \(\int\hat c\,d^3q/(2\pi)^3=c(0)\). Both kernels decrease monotonically, so
\[
|\delta_{\rm im}|\le\frac{Q^2}2\sum_{\mathbf R\ne0}\frac{\operatorname{erfc}\alpha(R-D)}{R-D},\qquad0\le\delta_{\rm al}\le\frac{c(0)}2\sum_{\mathbf M\ne0}\frac{4\pi e^{-(M-G_c)^2/4\alpha^2}}{(M-G_c)^2}.
\]

## Choosing \(\alpha\) and the grid

The worst case \(D=R_{\rm in}\) with \(R=2R_{\rm in}\) gives the image exponent \(\alpha^2R_{\rm in}^2\), which grows with \(\alpha\). The alias exponent \((M_{\min}-G_c)^2/4\alpha^2\) falls with \(\alpha\). Setting the first to \(\lambda\) gives \(\alpha=\sqrt\lambda/R_{\rm in}\); requiring the second to reach \(\lambda\) gives \(M_{\min}-G_c\ge2\alpha\sqrt\lambda=2\lambda/R_{\rm in}\). On a given grid the smaller exponent is largest where the two cross, prefactors ignored:
\[
\alpha_*^2=\frac{M_{\min}-G_c}{2R_{\rm in}},\qquad\varepsilon_*=e^{-(M_{\min}-G_c)R_{\rm in}/2}.
\]
If the density fills the grid, \(G_c=M_{\min}/2\), the rule reads \(G_c\ge2\alpha\sqrt\lambda\), a condition on the Nyquist wave number. The grid sum is unchanged by \(\mathbf G\to\mathbf G+\mathbf M\), so it can be read at indices modulo \(N\) while \(S\) is evaluated at the true \(\mathbf G\), and the kernel grid is free to differ from the density grid, which needs \(M_{\min}\ge2G_c\). The density grid suffices whenever \(G_c\ge2\lambda/R_{\rm in}\). A single Gaussian, \(\hat c=e^{-\sigma^2q^2}\) and \(c\propto e^{-r^2/4\sigma^2}\), that just meets both tolerances has \(R_{\rm in}=2\sigma\sqrt\lambda\) and \(G_c=\sqrt\lambda/\sigma\), hence \(G_c=2\lambda/R_{\rm in}\): it sits on that limit.

For the example take \(\varepsilon=10^{-8}\) and \(G_c=9\) Å\(^{-1}\). Then \(\lambda=18.4207\), \(\alpha=\sqrt{18.4207}/5.65685=0.75871\) Å\(^{-1}\), and \(M_{\min}\ge9+6.5127=15.5127\) Å\(^{-1}\). Dividing by the shortest \(G\), \(15.5127/0.680175=22.8\), so \(N=23\) and \(M_{\min}=15.644\) Å\(^{-1}\), while the density needs \(18/0.680175=26.5\), or \(N=27\). On the \(N=23\) grid \(\alpha_*=\sqrt{6.644/11.314}=0.7663\) Å\(^{-1}\) and \(\varepsilon_*=6.9\times10^{-9}\). The tail bound on each coefficient is \(1.4\times10^{-8}\) Å\(^2\), and the energy bounds are \(1.8\times10^{-7}\) eV (image) and \(4.9\times10^{-8}\) eV (alias).

## Closed forms for Gaussians and what they show

For charges \(q_1,q_2\) at separation \(\mathbf d\), \(c\) is a sum of unit Gaussians \((4\pi\sigma^2)^{-3/2}e^{-|\mathbf r-\mathbf v|^2/4\sigma^2}\) with weight \(q_1^2+q_2^2\) at \(\mathbf v=0\) and \(q_1q_2\) at \(\pm\mathbf d\). Multiplying \(\hat L\) by \(e^{-\sigma^2q^2}\) replaces \(1/4\alpha^2\) by \(1/4\beta^2=\sigma^2+1/4\alpha^2\), so the smeared \(L\) is \(\operatorname{erf}(\beta p)/p\) and, for \(\alpha\to\infty\), the smeared \(1/r\) is \(\operatorname{erf}(p/2\sigma)/p\), which tends to \(1/(\sqrt\pi\sigma)\) at \(p=0\). Thus
\[
E_{\rm iso}=\frac{q_1^2+q_2^2}{2\sqrt\pi\sigma}+q_1q_2\frac{\operatorname{erf}(d/2\sigma)}d=40.62065-24.26919=16.35146\ \text{eV}=0.600905\ \text{hartree},
\]
and each image contributes the difference \([\operatorname{erfc}\beta p-\operatorname{erfc}(p/2\sigma)]/p\) at \(p=|\mathbf R+\mathbf v|\). For the alias term, the product of the unit Gaussian with \(e^{-t^2r^2}\) is a Gaussian of exponent \(u/4\sigma^2\), \(u=1+4\sigma^2t^2\), centred at \(\mathbf v/u\), with prefactor \(e^{-t^2v^2/u}\) from completing the square. Transforming it and pairing \(\pm\mathbf M\),
\[
A(\mathbf M,\mathbf v)=\frac2{\sqrt\pi}\int_0^\alpha u^{-3/2}e^{-(M^2\sigma^2+t^2v^2)/u}\cos(\mathbf M\cdot\mathbf v/u)\,dt .
\]

At the design point the FFT energy is 16.351464584 eV, which is \(-7.8\times10^{-9}\) eV from \(E_{\rm iso}\), although \(\tilde K(0)\) has a relative error of \(2.6\times10^{-4}\). The error is the same at \(\alpha_*\) and falls to the \(10^{-12}\) eV level when \(G_c\) is raised to 12 Å\(^{-1}\) on the same kernel grid, so it belongs to the density cutoff. The omitted shell is about \(\pi^{-1}\int_{G_c}^\infty\hat c\,dG\approx(5/\pi)e^{-20.25}/(2\sigma^2G_c)\), which times 14.4 eV Å is \(8\times10^{-9}\) eV. The kernel errors lie far below their bounds because this density is far from the worst case: with \(\beta^{-2}=1+0.7587^{-2}=2.737\) Å\(^2\) the image exponent is at least \((11.31-1)^2/2.737\approx39\), and the alias exponent is \(15.644^2\times0.25/(1+0.7587^2)\approx39\), both well above \(\lambda\).

Moving \(\alpha\) away exposes each term (\(N=24\), \(G_c=12\) Å\(^{-1}\)). At \(\alpha=2.0\) and 2.5 Å\(^{-1}\) the errors are \(5.245\times10^{-6}\) and \(2.654\times10^{-4}\) eV, with exponents \(66.6/5=13.3\) and \(66.6/7.25=9.2\). At 0.25 and 0.30 Å\(^{-1}\) they are \(-2.462\times10^{-4}\) and \(-5.530\times10^{-5}\) eV. All four were tested against the closed forms and against the bounds. At these two values of \(\alpha\) the image error is negative although the net charge is nonzero. With \(\phi=\operatorname{erfc}(\beta p)/p\), a cubic shell averages the shift to \(\phi+(d^2/6)\nabla^2\phi\) at second order in \(d\). Here \(\nabla^2\phi=4\beta^3e^{-\beta^2p^2}/\sqrt\pi\), the smeared charge times \(4\pi\), and \(\phi\approx e^{-\beta^2p^2}/(\sqrt\pi\beta p^2)\), so each nearest image contributes
\[
\tfrac12\phi\,\big[(q_1+q_2)^2+2q_1q_2(d^2/6)\,4\beta^4R^2\big].
\]
With \(R^2=128\) Å\(^2\) the second term is \(-2.3\) at \(\alpha=0.30\) (\(\beta^{-2}=12.1\)) and \(-1.2\) at 0.25 (\(\beta^{-2}=17\)), against \(+1\). Summed over the twelve nearest images, this leading-order estimate gives \(-4.5\times10^{-5}\) eV at 0.30 and \(-1.5\times10^{-4}\) eV at 0.25: the right sign in both cases, but only the rough size at 0.25, where the two terms nearly cancel. At slightly smaller \(\alpha\) the net charge wins and the error turns positive; at 0.22 (\(\beta^{-2}=21.7\)) the second term is only \(-0.7\).

That the gap \(M_{\min}-G\), not \(M_{\min}\), controls aliasing is shown by a unit Gaussian times \(\cos\mathbf k\cdot\mathbf r\), with \(k=6\) Å\(^{-1}\) along (111). Squaring \(\hat n\) gives \(\hat c=\tfrac14[e^{-\sigma^2|\mathbf q-\mathbf k|^2}+e^{-\sigma^2|\mathbf q+\mathbf k|^2}+2e^{-\sigma^2(q^2+k^2)}]\), so \(\delta_{\rm al}=\tfrac18\sum_{\mathbf M\neq0}[A(\mathbf M-\mathbf k)+A(\mathbf M+\mathbf k)+2e^{-\sigma^2k^2}A(\mathbf M)]\) at \(\mathbf v=0\). The angular integral turns \(\cos(\mathbf k\cdot\mathbf r)/r\) into \((4\pi/k)\int_0^\infty e^{-r^2/4\sigma^2}\sin kr\,dr=8\pi\sigma\mathcal D(k\sigma)/k\), with \(\mathcal D\) the Dawson function, and \(E_{\rm iso}=\tfrac14[(4\pi\sigma^2)^{-3/2}8\pi\sigma\mathcal D/k+e^{-\sigma^2k^2}/(\sqrt\pi\sigma)]=0.241884\) eV. At \(N=20\), \(M_{\min}=13.60\) Å\(^{-1}\), the exponent is \(7.60^2\times0.25/1.576=9.2\), and the measured error \(2.766\times10^{-5}\) eV matches the prediction. The unmodulated pair on the same grid, with exponent 29, stays below \(10^{-12}\) eV.

## When confinement fails

A charge \(+e\) with \(\sigma=1.5\) Å has an autocorrelation that reaches the faces. The kink returns: \(-(s/2)\oint c_p\,d\Omega_s\) predicts \(E_{24}-E_{48}=-6.77\times10^{-5}\) eV, and \(-6.73\times10^{-5}\) eV is measured. Since \(s\propto N^{-2}\), the kink left at \(N=48\) is a third of that difference, about \(-2\times10^{-5}\) eV. Yet \(E_{48}\) exceeds the isolated energy \(14.39965/(2\sqrt\pi\times1.5)=2.708\) eV by \(9.6\times10^{-3}\) eV, with the positive sign that the leak integral has for \(c\ge0\). That integral contains neither \(\alpha\) nor \(N\), so in this case the cure is a larger cell. A use of the kernel that needs single coefficients has to count on the \(N^{-2}\) law in place of \(\varepsilon\), and on the form \(-s\omega(\mathbf G)\) only for \(G\ll M_{\min}\). Near \(G_c\) on the \(N=23\) grid the relative error can be large: for \(\mathbf G=(2\pi/a)(22,0,0)\) the four aliases \((2\pi/a)(-1,\pm23,\pm23)\), with \(q^2=163\) Å\(^{-2}\), are each nearly normal to a pair of faces and contribute about \(8(4\pi/12)/163\approx0.05\) Å\(^2\), some 30% of \(K\approx4\pi/G^2=0.17\) Å\(^2\). For a density whose autocorrelation does not vanish on \(\partial W\), that law describes only the approach to \(E[K]\); the leak error \(E[K]-E_{\rm iso}\) remains however fine the grid.

## Table of computed values

```
e^2/(4 pi eps0) = 14.3996455 eV A
fcc a = 16 A
volume = 1024 A^3
Rin = 5.65685425 A
shortest G = 0.680174762 1/A
eps = 1e-08
Gc = 9 1/A
lambda = 18.4206807
alpha = 0.758713565 1/A
2 lambda/Rin = 6.51269413 1/A
required Mmin = 15.5126941 1/A
kernel grid N = 23, density grid N = 27
Mmin on kernel grid = 15.6440195 1/A
balanced alpha* = 0.766324936 1/A
eps* = 6.89737441e-09
skew basis, 27 neighbours: max distance error = 8.7831104 A
plain wrap N=24: K(111) = 28.72366, K(11-1) = 36.86660 A^2; min image 33.38874 A^2
alpha Rin=1.5: T(0) FFT 1.66180, quadrature 1.66181, bound 2.67026 A^2
design tail bound 1.3650e-08, asymptote 1.4348e-08 A^2
N=23 G=000: K 244.58340, error -6.31470e-02, predicted -6.33465e-02 A^2
N=23 G=111: K 33.37534, error 1.43732e-02, predicted 1.44893e-02 A^2
N=23 G=200: K 24.21065, error 1.20429e-02, predicted 1.19369e-02 A^2
N=23 G=220: K 9.00233, error -7.21233e-03, predicted -7.36076e-03 A^2
relative error of K(0) = -0.000258182049
N=24 G=000: error -5.81046e-02, predicted -5.81776e-02 A^2
N=48 G=000: error -1.45398e-02, predicted -1.45444e-02 A^2
cube 10 A, alpha 1/A, N=24: K(0) error -1.81697e-01, predicted -1.81805e-01 A^2
cube 10 A, alpha 1/A, N=25: K(0) error 8.37692e-02, predicted 8.37758e-02 A^2
charges +2 e, -1 e; sigma 0.5 A; separation 1.0 A along z
self energy = 40.6206499 eV
interaction = -24.2691853 eV
isolated energy = 16.351464592 eV = 0.600905240 hartree
WS kernel energy = 16.351464584 eV, error -7.78e-09 eV; at alpha* -7.78e-09 eV
design bounds: image 1.761e-07 eV, alias 4.906e-08 eV
error with Gc = 12 1/A: -5.0e-13 eV
untruncated 4pi/G^2 error = -2.09974226 eV
N=24 alpha 0.25 1/A: error -2.46151e-04, image -2.46151e-04, alias 1.21852e-26 eV
N=24 alpha 0.30 1/A: error -5.52968e-05, image -5.52968e-05, alias 4.43558e-26 eV
N=24 alpha 2.00 1/A: error 5.24506e-06, image -3.51273e-40, alias 5.24506e-06 eV
N=24 alpha 2.50 1/A: error 2.65368e-04, image -3.04467e-43, alias 2.65368e-04 eV
packet k = 6.0 1/A, N=20, Mmin 13.6035 1/A: energy 0.241884 eV
packet error 2.76591e-05, predicted 2.76591e-05; unmodulated pair 3.7e-13 eV
sigma 1.5 A, +1 e: E(24)-E(48) -6.7302e-05, predicted -6.7716e-05 eV
sigma 1.5 A: E(48) - isolated = 0.00963627996 eV
```
